The Pople-Nesbet Equations Derived from Orbitals and from Density Matrices

In an unrestricted Hartree-Fock calculation on the triplet NH radical, the second-lowest orbital holding a spin-up (α) electron has the energy −32.06 eV. The second-lowest orbital holding a spin-down (β) electron has −25.27 eV. They differ by 6.79 eV, although the Hamiltonian contains no term that acts on spin. The difference comes from the antisymmetry of the wavefunction together with the different spatial distributions of the α and β electrons, which in NH their unequal numbers enforce, and the equations that determine the orbitals show how.

The calculation has five α and three β electrons, a chosen bond length of 1.04 Å and the 6-31G basis of 11 functions. It leaves out electron correlation, relativity and nuclear motion, and the basis is small.

**Setting and result**

In atomic units, with fixed nuclei of charge Z_A at R_A and mutual repulsion V_nn, the Hamiltonian is

H = Σ_k h(k) + Σ_{k<l} 1/r_kl + V_nn,
h = −½∇² − Σ_A Z_A/|r − R_A|.

The wavefunction is one Slater determinant Φ of N = N_α + N_β spin orbitals ψ_k(x), where x stands for position r and spin s. Each spin orbital is either φ_i^α(r)α(s) or φ_j^β(r)β(s). The spatial orbitals are real and orthonormal within each spin. An α orbital need not be orthogonal to a β orbital, because the spin functions already make the spin orbitals orthogonal.

Let the orbitals be expanded in real basis functions g_p with coefficients C^σ_pi, where σ is α or β. Define

S_pq = ⟨g_p|g_q⟩, (pq|rs) = ∫∫ g_p(1)g_q(1) g_r(2)g_s(2)/r₁₂,
P^σ_pq = Σ_{i occupied} C^σ_pi C^σ_qi, P = P^α + P^β,
J[P]_pq = Σ_rs (pq|rs) P_rs, K[P^σ]_pq = Σ_rs (pr|qs) P^σ_rs.

The determinants of stationary energy obey the Pople-Nesbet equations

F^σ C^σ = S C^σ ε^σ, F^σ = h + J[P] − K[P^σ], (1)

with ε^σ diagonal, and their energy is

E = ½ Tr[P h + P^α F^α + P^β F^β] + V_nn. (2)

**First derivation: varying the orbitals**

Write the determinant as a sum over permutations π of the orbital labels:

Φ = (N!)^(−1/2) Σ_π sgn(π) ψ_π(1)(x₁) … ψ_π(N)(x_N).

Let O be an operator that treats all electrons alike. In ⟨Φ|O|Φ⟩, each of the N! terms on the left gives the same contribution, since relabelling the electrons turns one into another and the two signs cancel. The factor N! removes the normalization, leaving

⟨Φ|O|Φ⟩ = Σ_π sgn(π) ⟨ψ₁…ψ_N|O|ψ_π(1)…ψ_π(N)⟩.

Take O = Σ_k h(k) and evaluate the right side term by term. In the term h(k), every electron other than k contributes an overlap, which vanishes unless π leaves its label alone. Then label k is also unmoved, and the result is ⟨ψ_k|h|ψ_k⟩. Likewise, in the term 1/r_kl of O = Σ_{k<l} 1/r_kl, the labels k and l may stay or be exchanged, the exchange carrying a minus sign:

∫∫ [ψ_k(1)²ψ_l(2)² − ψ_k(1)ψ_l(1)ψ_k(2)ψ_l(2)]/r₁₂.

This vanishes for k = l, so the sum over pairs k < l may be written as half the sum over all k and l. In the second term the spin integral of electron 1 is ∫α(s)β(s)ds = 0 when the spins differ. Exchange therefore survives between equal spins only. With

J_ij^στ = ∫∫ φ_i^σ(1)² φ_j^τ(2)²/r₁₂,
K_ij^σ = ∫∫ φ_i^σ(1)φ_j^σ(1) φ_i^σ(2)φ_j^σ(2)/r₁₂,

the energy becomes

E = Σ_σi h_ii^σ + ½ Σ_στ Σ_ij J_ij^στ − ½ Σ_σ Σ_ij K_ij^σ + V_nn. (3)

For equal spin and i = j, J and K are the same integral and cancel: an electron does not repel itself. For a single electron this leaves the plain one-electron energy.

Now change one α orbital φ_i by a small δφ_i.

- The one-electron term changes by 2⟨δφ_i|h|φ_i⟩, because φ_i occurs twice and h is symmetric.
- In the α–α Coulomb sum, φ_i can be the first or the second partner, which cancels the ½. It enters squared, which gives a factor 2.
- The α–β and β–α Coulomb sums are equal and together cancel their ½. The square again gives 2.
- In the exchange sum, the two partner positions cancel the ½. Within each K_ij, φ_i occurs once for each electron, which gives 2.

The same counting holds for β, so

δE = 2 Σ_σi ⟨δφ_i^σ|F^σ|φ_i^σ⟩. (4)

Here F^σ = h + J − K^σ acts on a function f as

J f(r) = f(r) ∫ ρ(r′)/|r − r′| dr′, ρ = Σ_σj (φ_j^σ)²,
K^σ f(r) = Σ_j φ_j^σ(r) ∫ φ_j^σ(r′)f(r′)/|r − r′| dr′.

The Coulomb operator contains the total density because repulsion does not depend on spin. The exchange operator contains the orbitals of one spin because of the vanishing spin integral.

The changes must preserve orthonormality within each spin. We therefore make stationary

E − Σ_σ Σ_ij λ_ji^σ (⟨φ_i^σ|φ_j^σ⟩ − δ_ij),

where λ^σ can be taken symmetric because the constraints are symmetric in i and j. The two orbitals in each overlap contribute equally, so the constraint term changes by 2 Σ λ_ji^σ⟨δφ_i^σ|φ_j^σ⟩. Comparison with (4), for arbitrary δφ_i^σ, gives

F^σ φ_i^σ = Σ_j φ_j^σ λ_ji^σ. (5)

No multiplier connects α with β, since no constraint does.

A real symmetric λ^σ is made diagonal by an orthogonal matrix U: UᵀλU = ε. Take the new orbitals φ′_k = Σ_i φ_i U_ik. The determinant is multiplied by det U = ±1. The sum that builds both density and exchange is unchanged, because UUᵀ = 1:

Σ_k φ′_k(r)φ′_k(r′) = Σ_ij φ_i(r)(UUᵀ)_ij φ_j(r′) = Σ_i φ_i(r)φ_i(r′).

So F^σ is the same operator as before, and (5) becomes F^σφ′_k = ε_k φ′_k.

In a finite basis, δφ_i can only be a combination of the g_p, so the equation holds after projection on each g_p:

Σ_q F^σ_pq C^σ_qk = ε_k^σ Σ_q S_pq C^σ_qk.

Inserting the expansion into J and K^σ gives the matrices defined above; for example, ⟨g_p|K^σ|g_q⟩ = Σ_j Σ_rs C_rj C_sj (pr|sq), and (pr|sq) = (pr|qs). This is (1) for the occupied orbitals. The other eigenvectors of the same matrix complete C^σ.

For the energy, the sums in (3) are Σ J_ij = Tr P J[P] and Σ K_ij^σ = Tr P^σ K[P^σ]. From the definition of F^σ,

Tr P^αF^α + Tr P^βF^β = Tr P h + Tr P J[P] − Σ_σ Tr P^σK[P^σ].

Adding Tr P h, halving and adding V_nn reproduces (3), which proves (2).

**What the equations say about NH**

The two matrices in (1) differ by exchange alone:

F^α − F^β = −K[P^α − P^β].

Without this difference the α and β spectra would coincide. Its sign is clear if every β orbital is also an α orbital, leaving N_α − N_β singly occupied orbitals o. For a shared orbital i,

⟨i|F^α − F^β|i⟩ = −Σ_o K_io < 0.

Each K_io is positive because it is twice the electrostatic energy of the charge distribution φ_iφ_o, and that energy is an integral over the square of an electric field. An α electron thus gains exchange energy with the unpaired α electrons that its β partner does not gain.

In the unrestricted solution the sharing is approximate, so this argument gives the expected sign but not the precise size. The occupied orbital energies, in eV, are

α: −425.73, −32.06, −15.79, −14.75, −14.75
β: −424.01, −25.27, −13.24

Each β level lies above the α level of the same rank. The gap at the start of this text is the second of these differences. These values belong to the 6-31G basis: in the much larger cc-pVQZ basis the gap is 6.86 eV, the highest β level moves to −13.80 eV, and the other levels shift by 0.1 to 0.3 eV.

These energies also have a meaning as removal energies. Remove orbital k of spin σ from (3) and freeze the rest. The lost terms are h_kk, the Coulomb integrals with all other electrons, and minus the exchange integrals with those of the same spin. Adding the cancelling self-terms turns this into ⟨φ_k|F^σ|φ_k⟩ = ε_k^σ. Hence

E(N−1, frozen) − E(N) = −ε_k^σ.

The cheapest removal at this level takes a β electron, at 13.24 eV, against 14.75 eV for the highest α electron. Letting the ion's orbitals relax lowers these values to 11.69 and 12.92 eV in this basis. The preference for β does not carry over to the real radical: with electron correlation included (CCSD(T), cc-pVTZ basis) the two removals cost nearly the same, 13.39 eV for β and 13.36 eV for α.

The energy pieces in (3) add up as follows, in eV: one-electron, Coulomb, α exchange, β exchange, nuclear repulsion.

−2218.40 + 814.91 − 109.83 − 78.67 + 96.92 = −1495.07

The total is −54.9429 hartree; the cc-pVQZ basis lowers it by about 1.1 eV, to −54.9850 hartree. The orbital energies do not add up to the electronic energy, since each contains the repulsion with all other electrons and the sum counts every pair twice. Because Σ ε_i^σ = Tr P^αF^α + Tr P^βF^β, equation (2) gives the correct combination,

E = ½(Σ_σi ε_i^σ + Tr P h) + V_nn.

With the sum of occupied orbital energies −965.587 eV, this is ½(−965.587 − 2218.400) + 96.921 = −1495.07 eV.

Since F^σ depends on the orbitals it determines, (1) is solved by iteration: build F^α and F^β from trial densities, diagonalize, fill the lowest N_α and N_β orbitals, form new densities, and repeat until they stop changing. The two problems are coupled through J[P]. Filling the lowest orbitals is a rule for choosing a solution and does not follow from stationarity.

**Second derivation: varying the density matrices**

The same result can be reached without following individual orbitals. Define

γ(x,x′) = Σ_k ψ_k(x)ψ_k(x′).

Orthonormality gives ∫γ(x,y)γ(y,x′)dy = γ(x,x′) and ∫γ(x,x)dx = N. With the matrix A_kj = ψ_k(x_j), the wavefunction is Φ = det A/√N!. Let A′ be the same matrix with x₁ replaced by x₁′. Since det A′ det A = det(A′ᵀA),

Φ(x₁′,x₂,…)Φ(x₁,x₂,…) = D_N/N!,

where D_m is the m×m determinant with entries γ(y_i,x_j), y₁ = x₁′, and y_i = x_i for i > 1. The prime is needed because the kinetic energy operator must act on one factor only.

The coordinates can be integrated out one at a time by the rule, for m ≥ 2,

∫ D_m dx_m = (N − m + 1) D_{m−1}. (6)

To see this, expand D_m in permutations. If m is left in place, its factor integrates to N and the rest is D_{m−1}. Otherwise some i goes to m and m goes to some j; the integral joins γ(y_i,x_m)γ(x_m,x_j) into γ(y_i,x_j). This leaves a permutation of m − 1 labels with one cycle shortened by one, so the sign is reversed. Each such permutation arises m − 1 times, once for each i behind which m could have stood. The total factor is N − (m − 1).

Applying (6) down to one coordinate gives (N−1)! γ(x₁′,x₁). Multiplied by N equivalent electrons and divided by N!, the prefactor is 1. Down to two coordinates, where the prime can be dropped because 1/r₁₂ only multiplies, (6) gives (N−2)! D₂. With N(N−1)/2 pairs the prefactor is ½. Therefore

E = ∫[h γ(x′,x)]_{x′=x} dx + ½∫∫[γ(x₁,x₁)γ(x₂,x₂) − γ(x₁,x₂)²]/r₁₂ dx₁dx₂ + V_nn,

with h acting on x.

The spin structure is γ(x,x′) = Σ_σ σ(s)σ(s′) Σ_pq g_p(r)P^σ_pq g_q(r′). Integrated over spin, the first product contains the total density twice. In γ(x₁,x₂)² the α–β cross terms vanish, leaving one square for each spin. Its integral is Σ P^σ_pq P^σ_rs (pr|qs), because g_p and g_r belong to electron 1 and g_q and g_s to electron 2. So

E = Tr P h + ½Tr P J[P] − ½Σ_σ Tr P^σK[P^σ] + V_nn, (7)

which equals (2) by the definition of F^σ.

The integrals are unchanged when the two electrons are exchanged, so Tr A J[B] = Tr B J[A], and likewise for K. The two factors in each quadratic term of (7) thus contribute equally, which cancels the ½:

dE = Σ_σ Tr F^σ dP^σ.

The density matrices cannot vary freely. Set Q = S^½P^σS^½ and G = S^(−½)F^σS^(−½); then Tr F^σdP^σ = Tr G dQ. Orthonormality, CᵀSC = 1 for the occupied columns, gives Q² = Q, so Q projects on the occupied space. Rotating that space with an antisymmetric matrix X,

Q(t) = e^{tX} Q e^{−tX}, dQ/dt = XQ − QX at t = 0,

keeps Q a projector of the same rank. Cyclic reordering under the trace gives

dE/dt = Tr G(XQ − QX) = Tr X B, B = QG − GQ.

G and Q are symmetric, so Bᵀ = −B, and X = Bᵀ is an allowed choice. It gives dE/dt = Tr BᵀB, the sum of the squares of all elements of B. Stationarity requires this to vanish, hence

QG = GQ. (8)

Commuting symmetric matrices have a common orthonormal set of eigenvectors c, with Gc = εc and Qc equal to c (occupied) or 0 (empty). Put c = S^½C and multiply Gc = εc by S^½ from the left: F^σC = εSC. This is (1), for occupied and empty orbitals together.

**Limits and the price in spin**

If N_α = N_β and the two density matrices are equal, then F^α = F^β = h + J[P] − ½K[P], the restricted closed-shell form. Such a solution is still stationary in the larger space, though it may no longer be a minimum. An iteration started with equal densities, and filling both spins alike, keeps them equal.

The determinant has a definite spin projection M = (N_α − N_β)/2, taken here as M ≥ 0, but not necessarily a definite total spin. Use S² = S₋S₊ + S_z(S_z + 1), where S₊ turns β into α one electron at a time. Turning the electron in φ_j^β leaves only the part of φ_j^β outside the occupied α space, since a repeated column makes a determinant vanish. That part has squared norm 1 − Σ_i⟨φ_i^α|φ_j^β⟩². Terms with different j are orthogonal because different β orbitals remain. Thus

⟨S²⟩ = M(M+1) + N_β − Σ_ij ⟨φ_i^α|φ_j^β⟩².

For NH this gives 2.013, where a pure triplet has 2. The squared overlaps therefore sum to 2.987 out of a possible 3, so the β orbitals lie almost wholly within the α space, which supports the sign argument used above. Forcing them to lie entirely within it, as restricted open-shell Hartree-Fock does, raises the energy by 0.125 eV, to −1494.95 eV. Both numbers depend on the basis: in cc-pVQZ ⟨S²⟩ is 2.016 and the energy difference is 0.21 eV.

The defect can be large. For two distant hydrogen atoms, one with an α and the other with a β electron, M = 0 and the overlap vanishes, so ⟨S²⟩ = 1, midway between singlet (0) and triplet (2).

**What each derivation assumes**

Both assume a single determinant, fixed N_α and N_β, real orbitals, and spin orbitals that are purely α or purely β. If a spin orbital could mix the two, the spin integrals that removed α–β exchange would no longer vanish.

The first derivation works with functions in space and needs a basis only at the end. It uses Lagrange multipliers and a final rotation to diagonalize them. It addresses the occupied orbitals; the empty ones enter as the remaining eigenvectors of F^σ. Its explicit orbital sums make removal energies easy to read off.

The second uses a finite basis when it varies the energy. It needs no multipliers, because the rotation respects the constraint from the start, and no choice among equivalent occupied orbitals, because (8) contains only the space they span. It relies instead on Q² = Q. An average of two different density matrices, such as one may form to steady the iteration, generally violates this condition. Formula (7) can still be evaluated for it, but the number need not be the energy of any determinant.

Neither derivation shows that a solution is a minimum. That depends on second derivatives of the energy with respect to rotations between occupied and empty orbitals. For NH, finite differences of the first derivatives give a matrix whose lowest eigenvalue is 7.97 eV/rad² (7.40 in the cc-pVTZ basis). It is positive, so this solution is a local minimum among real determinants in this basis with five α and three β electrons; a lower minimum elsewhere is not excluded by this.
